# Orbital magnetization of a crystal from wave packets, with Haldane-model tests: a program that tests the result

```python
# Orbital magnetization of a 2D crystal, Hartree atomic units, electron charge -1, B along z.
# Result under test (integrals are int d^2k/(2 pi)^2, summed over bands):
#   M = -d(G/area)/dB = int [ m f - Om g ],   g = -T ln(1+exp(-(e-mu)/T)),  f = Fermi function
#   m  = Im<dx u|(H-e)|dy u>  wave-packet moment (energy e - m B)
#   Om = -2 Im<dx u|dy u>     Berry curvature (density of states (1 + B Om)/(2 pi)^2)
#   T=0: M = int_occ Im<dx u|(H+e-2mu)|dy u>;  in a gap dM/dmu = C/(2 pi), C = Chern number.
# Haldane model: lattice constant a, hopping -t1, second-neighbour t2 exp(+-i phi), site energy
# +-Delta. Independent roads: symbolic phase-space flow, real-space wave packet, exact magnetic
# supercells (one flux quantum through Q cells), open flakes with the operator -(r x v)/2.
import numpy as np
import sympy as sp
import scipy.sparse as sps
from scipy.sparse.linalg import eigsh
from scipy.special import expit
from scipy import constants as sc

a, t1, t2, phi, T = 5.0, 0.1, 0.02, np.pi/4, 0.01
D_chern, D_triv = 0.03, 0.12
lat = a*np.array([[1.0, 0.0], [0.5, np.sqrt(3)/2]])
rec = 2*np.pi*np.linalg.inv(lat).T
area = np.linalg.det(lat)
tau = np.array([[1/3, 1/3], [2/3, 2/3]])
muB = sc.physical_constants['Bohr magneton'][0]/(sc.e*sc.hbar/sc.m_e)
B_tesla = sc.hbar/(sc.e*sc.physical_constants['Bohr radius'][0]**2)

def make_hops(Delta, ph):
    # (si, sj, d1, d2, amp): matrix element between site (R, si) and site (R+d, sj)
    h = [(0, 0, 0, 0, Delta), (1, 1, 0, 0, -Delta)]
    for d in [(0, 0), (-1, 0), (0, -1)]:
        h += [(0, 1, d[0], d[1], -t1), (1, 0, -d[0], -d[1], -t1)]
    for d in [(1, 0), (-1, 1), (0, -1)]:
        for s, sg in [(0, 1), (1, -1)]:
            h += [(s, s, d[0], d[1], t2*np.exp(1j*sg*ph)), (s, s, -d[0], -d[1], t2*np.exp(-1j*sg*ph))]
    return h

def bloch(hops, k):
    H = np.zeros(k.shape[:-1]+(2, 2), complex); Hx = H.copy(); Hy = H.copy()
    for si, sj, d1, d2, amp in hops:
        dl = (np.array([d1, d2])+tau[sj]-tau[si]) @ lat
        z = amp*np.exp(1j*(k @ dl))
        H[..., si, sj] += z; Hx[..., si, sj] += 1j*dl[0]*z; Hy[..., si, sj] += 1j*dl[1]*z
    return H, Hx, Hy

def geometry(hops, k):
    H, Hx, Hy = bloch(hops, k)
    e, U = np.linalg.eigh(H)
    Ud = np.conj(np.swapaxes(U, -1, -2))
    X, Y = Ud @ Hx @ U, Ud @ Hy @ U
    gap = e[..., 1]-e[..., 0]
    i0 = np.imag(np.conj(X[..., 1, 0])*Y[..., 1, 0])/gap**2
    i1 = np.imag(np.conj(X[..., 0, 1])*Y[..., 0, 1])/gap**2
    return e, np.stack([-2*i0, -2*i1], -1), np.stack([i0*gap, -i1*gap], -1)

def kgrid(N):
    s = np.arange(N)/N
    return np.stack(np.meshgrid(s, s, indexing='ij'), -1).reshape(-1, 2) @ rec

fermi = lambda e, mu: expit(-(e-mu)/T)
gpot = lambda e, mu: -T*np.logaddexp(0, -(e-mu)/T)
gzero = lambda e, mu: np.minimum(e-mu, 0.0)
bz = lambda x: x.sum()/x.shape[0]/area

def supercell(hops, Q, p, th1=0.37, k2=0.21):
    # gauge A.dl = B*area*s1*ds2 in fractional coordinates, flux per cell 2 pi p / Q
    flux = 2*np.pi*p/Q; n = np.arange(Q); r, c, v = [], [], []
    for si, sj, d1, d2, amp in hops:
        w = (n+d1)//Q
        mid = n+0.5*(tau[si, 0]+d1+tau[sj, 0]); ds2 = d2+tau[sj, 1]-tau[si, 1]
        ang = flux*mid*ds2+k2*d2+w*(th1-flux*Q*(d2+tau[sj, 1]))
        r.append(2*n+si); c.append(2*((n+d1) % Q)+sj); v.append(amp*np.exp(1j*ang))
    H = sps.coo_matrix((np.concatenate(v), (np.concatenate(r), np.concatenate(c))), shape=(2*Q, 2*Q)).tocsc()
    assert abs(H-H.conj().T).max() < 1e-12
    return H

def flake(hops, L, B=0.0):
    n1, n2 = [x.ravel() for x in np.meshgrid(np.arange(L), np.arange(L), indexing='ij')]
    r, c, v, mo = [], [], [], []
    for si, sj, d1, d2, amp in hops:
        ok = (n1+d1 >= 0) & (n1+d1 < L) & (n2+d2 >= 0) & (n2+d2 < L)
        fi = np.stack([n1[ok], n2[ok]], 1)+tau[si]; fj = np.stack([n1[ok]+d1, n2[ok]+d2], 1)+tau[sj]
        ri, rj = fi @ lat, fj @ lat
        z = amp*np.exp(1j*B*area*0.5*(fi[:, 0]+fj[:, 0])*(fj[:, 1]-fi[:, 1]))
        r.append(2*(n1[ok]*L+n2[ok])+si); c.append(2*((n1[ok]+d1)*L+n2[ok]+d2)+sj); v.append(z)
        mo.append(-0.5j*z*(ri[:, 0]*rj[:, 1]-ri[:, 1]*rj[:, 0]))
    ij = (np.concatenate(r), np.concatenate(c)); sh = (2*L*L, 2*L*L)
    return sps.coo_matrix((np.concatenate(v), ij), shape=sh).toarray(), sps.coo_matrix((np.concatenate(mo), ij), shape=sh).tocsr()

def flake_levels(hops, L):
    H, mop = flake(hops, L)
    e, V = np.linalg.eigh(H)
    return e, np.real(np.sum(np.conj(V)*(mop @ V), 0))

# symbolic: flow from the wave-packet Lagrangian, invariant measure 1 + B Om
x, y, kx, ky = xi = sp.symbols('x y kx ky')
Ax, Ay = sp.Function('Ax')(x, y), sp.Function('Ay')(x, y)
cx, cy = sp.Function('cx')(kx, ky), sp.Function('cy')(kx, ky)
E = sp.Function('E')(x, y, kx, ky)
form = [kx-Ax, ky-Ay, cx, cy]
om = sp.Matrix(4, 4, lambda i, j: sp.diff(form[j], xi[i])-sp.diff(form[i], xi[j]))
Bs, Os = Ay.diff(x)-Ax.diff(y), cy.diff(kx)-cx.diff(ky)
Ds = 1+Bs*Os
assert sp.expand(om.det()-Ds**2) == 0
Dflow = om.adjugate().applyfunc(lambda z: sp.cancel(z/Ds))*sp.Matrix([E.diff(q) for q in xi])
assert sp.expand(Dflow[0]-E.diff(kx)-Os*E.diff(y)) == 0
assert sp.expand(Dflow[2]+E.diff(x)+Bs*E.diff(ky)) == 0
assert sp.expand(sum(sp.diff(Dflow[i], xi[i]) for i in range(4))) == 0
bare = sum(sp.diff(Dflow[i]/Ds, xi[i]) for i in range(4)).subs(
    {Ax: -y**2/3, Ay: x**2/2+x, cx: -ky*kx**2/4, cy: kx*ky, E: kx**2+ky**3+x*y+x*kx}).doit()
assert abs(float(bare.subs({x: 0.3, y: 0.2, kx: 0.5, ky: 0.7}))) > 0.1

hops = make_hops(D_chern, phi)
ks = kgrid(150)
e, Om, m = geometry(hops, ks)
C = 2*np.pi*bz(Om[:, 0]); assert abs(abs(C)-1) < 1e-8; Ci = int(round(C))
print(f"a = {a} bohr, cell area = {area:.4f} bohr^2, mu_B = {muB:.4f} a.u.")
print(f"t1 = {t1} Ha, t2 = {t2} Ha, phi = {phi:.6f} rad, T = {T} Ha")
print(f"Delta Chern = {D_chern} Ha, Delta trivial = {D_triv} Ha, critical = {3*np.sqrt(3)*t2*np.sin(phi):.5f} Ha")
print(f"Chern phase: C = {C:.8f}, gap from {e[:,0].max():.5f} to {e[:,1].min():.5f} Ha")

# valley values
Kp = np.array([-4*np.pi/(3*a), 0.0])
eK, OK, mK = geometry(hops, Kp)
vD = np.sqrt(3)*t1*a/2; dzK = D_chern-3*np.sqrt(3)*t2*np.sin(phi)
assert abs(eK[1]-e[:, 1].min()) < 1e-10 and abs(eK[1]-eK[0]-2*abs(dzK)) < 1e-12
assert abs(abs(mK[1])-vD**2/(2*abs(dzK))) < 1e-10 and abs(mK[0]-mK[1]) < 1e-10
print(f"-K valley: v = {vD:.5f} a.u., d_z = {dzK:.5f} Ha, Om_lower = {OK[0]:.4f} bohr^2")
print(f"-K valley: m = {mK[1]:.5f} a.u. = {mK[1]/muB:.4f} mu_B")

# real-space wave packet in the upper band, gauge with real B-site amplitude
def upper(k):
    u = np.linalg.eigh(bloch(hops, k)[0])[1][..., :, 1]
    return u*np.exp(-1j*np.angle(u[..., 1:2]))
k0 = Kp+np.array([0.03, 0.05])
def packet(sig, N=256):
    n = np.rint(np.fft.fftfreq(N)*N)
    nn = np.stack(np.meshgrid(n, n, indexing='ij'), -1)
    q = nn @ rec/N; k = k0+q; u = upper(k); amp0 = np.exp(-(q**2).sum(-1)/(4*sig**2))
    R = nn @ lat
    psi = [np.fft.ifft2(amp0*u[..., s]*np.exp(1j*(k @ (tau[s] @ lat))))*np.exp(1j*(R @ k0)) for s in (0, 1)]
    pos = [R+tau[s] @ lat for s in (0, 1)]
    norm = sum((abs(p)**2).sum() for p in psi)
    rc = sum((abs(psi[s])[..., None]**2*pos[s]).sum((0, 1)) for s in (0, 1))/norm
    Lz = 0
    for si, sj, d1, d2, amp in hops:
        dl = (np.array([d1, d2])+tau[sj]-tau[si]) @ lat; rr = pos[si]-rc
        Lz += (np.conj(psi[si])*1j*amp*(rr[..., 0]*dl[1]-rr[..., 1]*dl[0])*np.roll(psi[sj], (-d1, -d2), (0, 1))).sum()
    return np.array([rc[0], rc[1], -0.5*Lz.real/norm])
p1, p2 = packet(0.01), packet(0.005); pw = (4*p2-p1)/3
h = 1e-5
conn = np.array([-np.imag(np.vdot(upper(k0), upper(k0+d)-upper(k0-d)))/(2*h) for d in h*np.eye(2)])
m0 = geometry(hops, k0)[2][1]
assert np.linalg.norm(conn) > 0.1 and np.linalg.norm(pw[:2]-conn) < 3e-3*np.linalg.norm(conn)
assert abs(pw[2]-m0) < 2e-3*abs(m0)
print("packet at -K+(0.03,0.05)/bohr, upper band, widths 0.01, 0.005 /bohr")
print(f"  centre ({pw[0]:.4f},{pw[1]:.4f}) bohr, connection ({conn[0]:.4f},{conn[1]:.4f}) bohr")
print(f"  rotation {p1[2]:.5f}, {p2[2]:.5f}, extrap {pw[2]:.5f}; formula m {m0:.5f} a.u.")

# moment operator against -dG/dB of a small flake in the Landau-type gauge
ef, mf = flake_levels(hops, 5); b = 1e-6
Gb = [gpot(np.linalg.eigvalsh(flake(hops, 5, s*b)[0]), 0.04).sum() for s in (1, -1)]
mo_op, mo_fd = (fermi(ef, 0.04)*mf).sum(), -(Gb[0]-Gb[1])/(2*b)
assert abs(mo_op-mo_fd) < 1e-5*abs(mo_op)
print(f"5x5 flake, mu=0.04 Ha: operator {mo_op:.6f}, -dG/dB {mo_fd:.6f} a.u.")

# lowest Landau level of the upper band under reversal of B
def ll_moment(Q):
    lv = [np.real(eigsh(supercell(hops, Q, p), k=1, sigma=eK[1]-1e-3, v0=np.ones(2*Q, complex),
                        return_eigenvectors=False)[0]) for p in (1, -1)]
    return -(lv[0]-lv[1])/(2*2*np.pi/(Q*area))
l1, l2 = ll_moment(1000), ll_moment(2000)
assert abs(2*l2-l1-mK[1]) < 2e-3*abs(mK[1])
print(f"Landau shift m: Q=1000 {l1:.5f}, Q=2000 {l2:.5f}, extrap {2*l2-l1:.5f} a.u.")

Qs = (150, 300)
def spectra(hp):
    return {(Q, p): np.linalg.eigvalsh(supercell(hp, Q, p).toarray()) for Q in Qs for p in (1, -1)}
def dB(S, F):
    d = [(F(S[Q, 1]).sum()-F(S[Q, -1]).sum())/(Q*area)/(2*2*np.pi/(Q*area)) for Q in Qs]
    return d[0], d[1], (4*d[1]-d[0])/3
S = spectra(hops)
alt = np.linalg.eigvalsh(supercell(hops, 150, 1, 2.0, 1.3).toarray())
assert abs(gpot(alt, 0.04).sum()-gpot(S[150, 1], 0.04).sum()) < 1e-9
for Q in Qs:
    print(f"Q = {Q}: B = {2*np.pi/(Q*area):.4e} a.u. = {2*np.pi/(Q*area)*B_tesla:.1f} T")
    for p in (1, -1):
        assert (S[Q, p] < -0.04).sum() == Q+p*Ci
print(f"states below gap, Q=150: +B {(S[150,1]<-0.04).sum()}, -B {(S[150,-1]<-0.04).sum()}")

# finite temperature: formula, magnetic supercell, open flakes
Ls = (14, 18, 22); FL = [flake_levels(hops, L) for L in Ls]
Mform = lambda g3, mu: bz(g3[2]*fermi(g3[0], mu)-g3[1]*gpot(g3[0], mu))
rev, sym = geometry(make_hops(D_chern, -phi), ks), geometry(make_hops(D_chern, 0.0), ks)
print("M in a.u. (e hbar/m_e per bohr^2); dn/dB, dM/dmu in a.u. (e/hbar)")
for mu in (-0.12, -0.04, 0.04):
    f = fermi(e, mu); Mm, Mo = bz(m*f), -bz(Om*gpot(e, mu)); M = Mm+Mo
    sup = [-z for z in dB(S, lambda z: gpot(z, mu))]
    tot = [(fermi(q[0], mu)*q[1]).sum() for q in FL]
    Mfl = np.polyfit(Ls, tot, 2)[0]/area
    dn = bz(Om*f+m*f*(1-f)/T); dns = dB(S, lambda z: fermi(z, mu))[2]
    dMmu = (Mform((e, Om, m), mu+1e-5)-Mform((e, Om, m), mu-1e-5))/2e-5
    assert abs(M-sup[2]) < 1e-5 and abs(M-Mfl) < 5e-5
    assert abs(Mm-sup[2]) > 2e-4 and abs(Mo-sup[2]) > 2e-4
    assert abs(dn-dns) < 5e-4 and abs(dMmu-dns) < 5e-4
    assert abs(Mform(rev, mu)+M) < 1e-10 and abs(Mform(sym, mu)) < 1e-10
    print(f"mu = {mu} Ha: m term {Mm:.6f}, Om term {Mo:.6f}, M {M:.6f} = {M*area/muB:.4f} mu_B/cell")
    print(f"  supercell Q=150 {sup[0]:.6f}, Q=300 {sup[1]:.6f}, extrap {sup[2]:.6f}")
    print("  flake L=14,18,22 "+", ".join(f"{t/(L*L*area):.6f}" for t, L in zip(tot, Ls))+f", extrap {Mfl:.6f}")
    print(f"  dn/dB formula {dn:.5f}, supercell {dns:.5f}, dM/dmu {dMmu:.5f}")

# zero temperature, mu in the gap
def compact(hp, mu, N=90, h=1e-4):
    k = kgrid(N); H = bloch(hp, k)[0]; ee, U = np.linalg.eigh(H); u = U[:, :, 0]
    def near(d):
        w = np.linalg.eigh(bloch(hp, k+d)[0])[1][:, :, 0]
        return w*np.exp(-1j*np.angle((np.conj(u)*w).sum(1)))[:, None]
    dx, dy = [(near(d)-near(-d))/(2*h) for d in h*np.eye(2)]
    return bz(np.imag((np.conj(dx)*(np.einsum('kij,kj->ki', H, dy)+(ee[:, :1]-2*mu)*dy)).sum(1)))
for name, Dl in (("Chern", D_chern), ("trivial", D_triv)):
    hp = make_hops(Dl, phi); ee, OO, mm = geometry(hp, ks)
    SS = S if Dl == D_chern else spectra(hp)
    Cc = 2*np.pi*bz(OO[:, 0]); res = []
    if name == "trivial":
        assert abs(Cc) < 1e-8 and (SS[150, 1] < -0.04).sum() == 150 == (SS[150, -1] < -0.04).sum()
        print(f"trivial phase: |C| = {abs(Cc):.6f}, gap from {ee[:,0].max():.5f} to {ee[:,1].min():.5f} Ha")
    for mu in (-0.07, -0.02):
        assert ee[:, 0].max() < mu < ee[:, 1].min()
        Mm, Mo = bz(mm[:, 0]), bz(OO[:, 0]*(mu-ee[:, 0]))
        Mc, M2 = compact(hp, mu), bz(OO[:, 0]*(mu-ee.mean(1)))
        Ms = -dB(SS, lambda z: gzero(z, mu))[2]
        assert abs(Mc-Mm-Mo) < 1e-7 and abs(Mc-Ms) < 1e-5 and abs(M2-Ms) < 1e-5
        res.append(Ms)
        print(f"T=0 {name}, mu = {mu} Ha: m term {Mm:.6f}, Om term {Mo:.6f}")
        print(f"  compact {Mc:.6f}, two-band {M2:.6f}, supercell {Ms:.6f}; {Mc*area/muB:.4f} mu_B/cell")
    slope = (res[1]-res[0])/0.05
    assert abs(slope-Cc/(2*np.pi)) < 1e-6
    print(f"  {name}: supercell dM/dmu {slope:.6f}, C/(2 pi) {Cc/(2*np.pi):.6f}")
print("no test failed")
```

It prints:

```
a = 5.0 bohr, cell area = 21.6506 bohr^2, mu_B = 0.5000 a.u.
t1 = 0.1 Ha, t2 = 0.02 Ha, phi = 0.785398 rad, T = 0.01 Ha
Delta Chern = 0.03 Ha, Delta trivial = 0.12 Ha, critical = 0.07348 Ha
Chern phase: C = -1.00000000, gap from -0.08591 to 0.00106 Ha
-K valley: v = 0.43301 a.u., d_z = -0.04348 Ha, Om_lower = -49.5791 bohr^2
-K valley: m = 2.15593 a.u. = 4.3119 mu_B
packet at -K+(0.03,0.05)/bohr, upper band, widths 0.01, 0.005 /bohr
  centre (-1.1099,0.6628) bohr, connection (-1.1100,0.6629) bohr
  rotation 1.76942, 1.77601, extrap 1.77820; formula m 1.77824 a.u.
5x5 flake, mu=0.04 Ha: operator -2.560231, -dG/dB -2.560231 a.u.
Landau shift m: Q=1000 2.13840, Q=2000 2.14708, extrap 2.15575 a.u.
Q = 150: B = 1.9347e-03 a.u. = 454.8 T
Q = 300: B = 9.6736e-04 a.u. = 227.4 T
states below gap, Q=150: +B 149, -B 151
M in a.u. (e hbar/m_e per bohr^2); dn/dB, dM/dmu in a.u. (e/hbar)
mu = -0.12 Ha: m term 0.011365, Om term -0.002878, M 0.008487 = 0.3675 mu_B/cell
  supercell Q=150 0.008485, Q=300 0.008486, extrap 0.008487
  flake L=14,18,22 0.007618, 0.007807, 0.007929, extrap 0.008487
  dn/dB formula 0.04808, supercell 0.04808, dM/dmu 0.04808
mu = -0.04 Ha: m term 0.015631, Om term -0.014196, M 0.001435 = 0.0622 mu_B/cell
  supercell Q=150 0.001436, Q=300 0.001436, extrap 0.001435
  flake L=14,18,22 0.001458, 0.001455, 0.001453, extrap 0.001435
  dn/dB formula -0.15629, supercell -0.15629, dM/dmu -0.15629
mu = 0.04 Ha: m term 0.018550, Om term -0.025696, M -0.007146 = -0.3094 mu_B/cell
  supercell Q=150 -0.007144, Q=300 -0.007146, extrap -0.007146
  flake L=14,18,22 -0.006230, -0.006429, -0.006557, extrap -0.007146
  dn/dB formula -0.03199, supercell -0.03199, dM/dmu -0.03199
T=0 Chern, mu = -0.07 Ha: m term 0.015630, Om term -0.009422
  compact 0.006208, two-band 0.006208, supercell 0.006208; 0.2688 mu_B/cell
T=0 Chern, mu = -0.02 Ha: m term 0.015630, Om term -0.017380
  compact -0.001749, two-band -0.001749, supercell -0.001749; -0.0757 mu_B/cell
  Chern: supercell dM/dmu -0.159155, C/(2 pi) -0.159155
trivial phase: |C| = 0.000000, gap from -0.08894 to 0.00409 Ha
T=0 trivial, mu = -0.07 Ha: m term 0.003818, Om term -0.003340
  compact 0.000478, two-band 0.000478, supercell 0.000478; 0.0207 mu_B/cell
T=0 trivial, mu = -0.02 Ha: m term 0.003818, Om term -0.003340
  compact 0.000478, two-band 0.000478, supercell 0.000478; 0.0207 mu_B/cell
  trivial: supercell dM/dmu -0.000000, C/(2 pi) 0.000000
no test failed
```
